# The reflectance of a lossless waveguide loop mirror, part 2

A coupler has ports 1 and 2 on its input side and ports 3 and 4 on its loop side. Guide 1 runs to port 3, guide 2 to port 4, and a loop joins ports 3 and 4. Light entering port 1 is reflected if it leaves through port 1 (power fraction $R$) and transmitted if it leaves through port 2 ($T$).

Fields vary as $e^{-i\omega t}$; $\beta$ is the propagation constant of a separate guide. Squared moduli of amplitudes are powers. $U_{31}$ is the amplitude from port 1 to port 3, and so on; $K=|U_{41}|^2$. Amplitudes $b_3,b_4$ leave the coupler for the loop, and $c_3,c_4$ re-enter it. The loop matrix is

$$X=e^{i\theta}\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

The guide fields obey $\psi''+M(z)\psi=0$. Reciprocity, $M^T=M$, gives the backward coupler matrix $V=U^T$. Without loss, $U^\dagger U=1$. For the ideal mirror,

$$S_{11}=2e^{i\theta}U_{31}U_{41},\qquad R=4K(1-K),\qquad T=(1-2K)^2,$$

where $S_{11}$ and $S_{21}$ are the amplitudes leaving ports 1 and 2 for unit input at port 1. Hence

$$K=\frac{1\pm\sqrt{1-R}}{2}.$$

The wave-equation tests use

$$M=\begin{pmatrix}\beta^2+2\beta\delta&2\beta\kappa\\2\beta\kappa&\beta^2-2\beta\delta\end{pmatrix},$$

with coupling $\kappa$ following $\sin^2(\pi z/L_c)$, $L_c=120/\beta$, and a loop of length $50.7/\beta$. The detuned coupler has $\int\kappa\,dz=0.9$ and $\delta=0.02\beta\sin^2(\pi z/L_c)\cos(\pi z/L_c)$; it gave $K=0.6031$ and $R=0.9574$.

For identical guides with constant $\kappa$ over a length $L$, the even and odd supermodes have $\beta_\pm=\sqrt{\beta^2\pm2\beta\kappa}$, and

$$\phi=\tfrac12(\beta_+-\beta_-)L,\qquad K=\sin^2\phi.$$

The questioner has just objected that this ignored reflection where the coupled section begins. The answer follows.

**A.** Yes. At an abrupt beginning, a supermode meets a change of propagation constant from $\beta$ to $\beta_\pm$. Continuity of field and slope gives a reflected amplitude $(\beta-\beta_\pm)/(\beta+\beta_\pm)$, which is about $\mp\kappa/(2\beta)$ for weak coupling. In this model the two supermodes reflect with opposite signs, so the light reflected at this face returns in the other guide. Light reflected at the far end has passed the section twice, and returns in the same guide with an amplitude proportional to $\sin2\phi$ and in the other guide with one proportional to $\cos2\phi$. Such reflection joins ports 1 and 2 directly and lets light circulate in the loop, and for an uneven splitter it makes $R$ depend on loop length in first order in $\kappa/\beta$. Guides that approach each other gradually, over many wavelengths, reflect much less. To leading order in slow variation, $\phi$ is then half the accumulated phase difference,

$$\phi=\tfrac12\int(\beta_+-\beta_-)\,dz.$$

The smooth wave-equation model of the first half, now without detuning, tests this. With $\int\kappa\,dz=0.3$, the open coupler gives $K=0.0873$, which is $\sin^2 0.3$ to the digits shown. The joined device gives $R=0.3188$, in agreement with $4K(1-K)$.

**Q.** And the mirror as a function of $\phi$?

**A.** Insert $K=\sin^2\phi$ and $1-K=\cos^2\phi$:

$$R=4\sin^2\phi\cos^2\phi=\sin^22\phi,\qquad T=\cos^22\phi.$$

The reflectance runs through its full range twice as fast as the splitting. In a uniform section the supermodes have effective indices $n_\pm$, with $\beta_\pm=2\pi n_\pm/\lambda$. With $\Delta n=n_+-n_-$ this gives

$$\phi=\frac{\pi\,\Delta n\,L}{\lambda}.$$

The first total reflection is at $2\phi=\pi/2$, so that

$$L=\frac{\lambda}{4\Delta n}.$$

**Q.** Give me numbers for silicon.

**A.** Take a wavelength of 1550 nm and $\Delta n=0.020$, a rough typical value for two silicon strip guides a small fraction of a micrometre apart. The length for total reflection is

$$L=\frac{1550\ \text{nm}}{4\times0.020}=19375\ \text{nm}\approx19.4\ \mu\text{m}.$$

For a half mirror, $R=0.5$ requires

$$K=\frac{1\pm\sqrt{0.5}}{2}=0.146\ \text{or}\ 0.854.$$

The smaller value corresponds to $\phi=\pi/8$, half the previous phase, and so to a coupler of half the length, about 9.7 µm.

**Q.** That is at one wavelength. You said the interference is indifferent to wavelength, so is the mirror equally good at all of them?

**A.** The equality of the two paths does not depend on wavelength, but the splitting does. At longer wavelengths the mode reaches farther outside its guide, and the coupling grows. I represent this by a slope of $8.0\times10^{-5}$ per nm in $\Delta n$, again a rough value. Keep the coupler length fixed at 19375 nm. At 1530 nm the index difference is

$$\Delta n=0.020-20\times8.0\times10^{-5}=0.0184,$$

and the splitting and reflectance are

$$K=\sin^2\!\left(\frac{\pi\times0.0184\times19375}{1530}\right)=0.447,$$

$$R=4\times0.447\times0.553=0.989.$$

At 1565 nm the index difference is $0.0212$, which leads to $K=0.539$ and $R=0.994$. In this model the reflectance stays above 0.98 at all three wavelengths considered, although $K$ moves from 0.447 to 0.539.

**Q.** What if the gap is made slightly wrong and the coupling differs from the design?

**A.** Let the phase be $\phi=(\pi/4)(1+\varepsilon)$, where $\varepsilon$ is the relative error of the coupling at fixed length and wavelength. Then

$$R=\sin^2\!\left[\frac{\pi}{2}(1+\varepsilon)\right]=\cos^2\frac{\pi\varepsilon}{2}\approx1-\left(\frac{\pi\varepsilon}{2}\right)^2.$$

For coupling ten percent too strong, $K=0.578$ and $R=0.976$. The total reflector loses about 2.4 percent of the incident power to port 2. Ten percent is a small geometric error: for silicon strips 220 nm high and 450 to 500 nm wide with $\Delta n=0.020$, an effective-index estimate puts it at a gap error of about 12 nm, and a gap error of 20 nm lowers $R$ to between about 0.92 and 0.95.

The half mirror is less forgiving. With $\phi=(\pi/8)(1+\varepsilon)$,

$$R=\sin^2\!\left[\frac{\pi}{4}(1+\varepsilon)\right]=\frac12\left(1+\sin\frac{\pi\varepsilon}{2}\right)\approx\frac12+\frac{\pi\varepsilon}{4}.$$

Here the error enters in first order. The same ten percent moves $R$ from 0.50 to 0.58. The tolerance of the total reflector comes from working at a maximum, and a partial reflector made from two identical guides does not share it. With unequal guides $K$ has maxima below one as a function of the coupling, and a partial reflector can be placed at such a maximum. That removes the first-order dependence on the coupling only: $R$ then depends in first order on the detuning between the guides. That design is not treated here.

**Q.** You call the guides lossless. Silicon guides are not. Does the phase argument collapse when power is absorbed or scattered away?

**A.** The relation $V=U^T$ survives, because its proof used the symmetry of $M$ and never required $M$ to be real. Unitarity does not survive, so $T=1-R$ is lost. Let the coupler deliver a fraction $\eta$ of the incident power in one pass, and let $k$ be the cross share of what emerges. Then

$$|U_{41}|^2=\eta k,\qquad |U_{31}|^2=\eta(1-k).$$

If the loop transmits a power fraction $A$, its amplitude factor is $\sqrt A\,e^{i\theta}$ in both directions. The two contributions still agree in phase:

$$S_{11}=2\sqrt A\,e^{i\theta}U_{31}U_{41},$$

$$R=\eta^2A\,4k(1-k).$$

The coupler is passed twice, hence $\eta^2$; the loop is passed once, hence $A$. In a wave-equation test with $\eta=0.887$, $A=0.904$ and $k=0.319$, the joined device returned $R=0.617$, equal to the formula to the digits shown.

**Q.** How much does that cost in the silicon mirror?

**A.** Take a 100 µm loop with a guide loss of 3 dB/cm, an additional 0.020 dB for its bends, and 0.050 dB for each passage of the coupler. The length is 0.01 cm, so the guide contributes 0.030 dB. The total is

$$0.030+0.020+2\times0.050=0.150\ \text{dB}.$$

With an even split, $4k(1-k)=1$ and

$$R=10^{-0.150/10}=0.966.$$

About 3.4 percent of the incident power is lost. With these figures the two coupler passages account for two thirds of the loss in decibels, so shortening the loop would help little. If the coupling is also ten percent too strong, the factors multiply, $0.976\times0.966$, and $R$ is about 0.94.

**Q.** Your strongest claim was that both directions gain the same phase in the loop. Suppose they do not.

**A.** Give one direction the phase $\theta+D/2$ and the other $\theta-D/2$. The two contributions to the reflected amplitude are no longer in step:

$$S_{11}=e^{i\theta}U_{31}U_{41}\left(e^{iD/2}+e^{-iD/2}\right)=2e^{i\theta}U_{31}U_{41}\cos\frac D2.$$

The reflectance becomes

$$R=4K(1-K)\cos^2\frac D2.$$

At $D=\pi$ it vanishes for every splitter. The detuned coupler from the first half shows the effect in the wave equations. With $D=0.6$ rad its reflectance falls from 0.957 to 0.874, and with $D=\pi$ it falls to zero within the printed digits.

**Q.** What could cause such a difference in silicon? The refractive index depends on intensity, for one thing.

**A.** That is the Kerr effect. Its phase has the scale

$$\phi_{\rm K}=\frac{2\pi n_2Pl}{\lambda A_{\rm m}},$$

where $n_2$ is the change of index per unit intensity, $P$ the power, $l$ the loop length and $A_{\rm m}$ the mode area. For rough values $n_2=5\times10^{-18}$ m²/W and $A_{\rm m}=0.1$ µm², with $P=1$ mW and $l=100$ µm, it is $2\times10^{-5}$ rad. If the two directions differed by a phase of this size, the relative loss of reflectance, $\sin^2(D/2)$, would be about $10^{-10}$. With an even splitter and no loss the two directions carry equal powers, and symmetry makes their Kerr phases equal. At this power the effect can be dismissed.

**Q.** Rough side walls are harder to dismiss. They scatter light backward, and you put zeros on the diagonal of $X$.

**A.** Replace the clean loop by one with a single lossless point scatterer, at distance $s$ from port 3 in a loop of length $l$. Let its reflection and transmission amplitudes be $r$ and $\tau$, the same from both sides, with $|r|^2=\rho^2$. Light from port 3 can now return to port 3 after travelling $2s$, and light from port 4 can return to port 4 after travelling $2(l-s)$:

$$c_3=r e^{2i\beta s}b_3+\tau e^{i\beta l}b_4,\qquad c_4=\tau e^{i\beta l}b_3+r e^{2i\beta(l-s)}b_4.$$

Use the even symmetric coupler, for which, apart from a common phase, $U_{31}=U_{42}=1/\sqrt2$ and $U_{32}=U_{41}=i/\sqrt2$. The amplitude at port 2 is $U_{32}c_3+U_{42}c_4$, with $b_3=U_{31}$ and $b_4=U_{41}$:

$$S_{21}=\tfrac12\left[ir e^{2i\beta s}-\tau e^{i\beta l}+\tau e^{i\beta l}+ir e^{2i\beta(l-s)}\right].$$

The light that went all the way round still cancels. Taking $e^{i\beta l}$ out of the remaining two terms leaves

$$S_{21}=ir e^{i\beta l}\cos[\beta(l-2s)],\qquad T=\rho^2\cos^2[\beta(l-2s)].$$

The leak depends on the scatterer's position and cannot exceed $\rho^2$. For a scatterer at $-30$ dB, $\rho^2=10^{-3}$, so at most 0.1 percent of the incident power escapes through port 2. A rough wall is many scatterers, not one. In a lossless loop the reflections seen from ports 3 and 4 still have equal moduli, so the bound holds with $\rho^2$ read as the total reflectance of the loop, but that quantity depends on how the many reflections happen to add and is not fixed by this model.

**Q.** Did you test that bound with the wave equations as well?

**A.** Yes, with a stronger scatterer, $\rho^2=0.03846$, moved through a range of positions. The largest leak among the 17 positions sampled was 0.03848.

**Q.** That is above your bound.

**A.** By $2\times10^{-5}$. The bound is for a perfectly even splitter, and the coupler in that calculation had $K=0.50004$. It therefore let through a direct amplitude of about $|1-2K|=8\times10^{-5}$. Added to a scattered amplitude of $\sqrt{0.03846}=0.196$, this can change the power by up to $2\times0.196\times8\times10^{-5}\approx3\times10^{-5}$, which is enough to cover the excess. The same interference matters more in a visibly uneven splitter: backscatter then changes $T$ in first order in $\rho$, and the bound $\rho^2$ no longer applies. With $U_{31}=U_{42}=\sqrt{1-K}$ and $U_{32}=U_{41}=i\sqrt K$ the same steps give $S_{21}=e^{i\beta l}\{\tau(1-2K)+2ir\sqrt{K(1-K)}\cos[\beta(l-2s)]\}$. For a lossless symmetric scatterer $r/\tau$ is imaginary, so the two terms interfere fully and, to first order in $\rho$, $T$ moves by up to about $\pm4\rho\,|1-2K|\sqrt{K(1-K)}$. At $-30$ dB this puts $R$ between about 0.965 and 0.984 for the coupler that is ten percent too strong, and between about 0.47 and 0.53 for the half mirror.

**Q.** How close is your example to a mirror someone would actually make?

**A.** The wavelength, a coupler some tens of micrometres long and a guide loss of a few dB/cm are in the usual range for silicon strip guides, but $\Delta n$ and its slope depend strongly on the gap and cross-section. They must be calculated or measured for the chosen guide. Real devices break the assumption of no loss, which lowers $R$ from 1 to about 0.97 with the figures used here, and the assumption of an exact splitting, which costs another 2.4 percent if the coupling is ten percent off. Their guides also couple in the bends leading to the straight section. If the bends added ten percent to $\phi$ and the straight section were not shortened, that would be the same ten percent error. Conversion to the other polarization is left out and has not been sized.

**Q.** Then what would you tell the designer?

**A.** For the highest reflectance, with loop and coupler losses held fixed and backscatter neglected, make the emerging powers equal, because $k(1-k)$ is largest at $k=1/2$. Include the bends when setting $\phi=\pi/4$. The loop length need not be controlled to a fraction of a wavelength for the sake of $R$, provided that backscatter is weak and the splitter is close to even. For an uneven splitter, backscatter at $-30$ dB already makes $R$ vary with loop length by about $\pm0.01$ at $K=0.578$ and $\pm0.03$ for the half mirror. If the mirror closes a laser cavity, the loop length enters the round-trip phase, since $S_{11}$ carries the phase $\theta$. It then shifts the cavity resonances and must be controlled or tuned when their wavelengths are specified. The numerical output below gives the wave-equation tests and the basic silicon figures. The values 0.58 and 0.94 and the backscatter ranges for uneven splitters follow from the formulas in the text, and the gap estimate is not part of that output.

## Numbers as computed

```
WAVE-EQUATION TEST (dimensionless)
angle/rad detuning   K        R_wave   4K(1-K)  T_wave
  0.3000    0.000   0.08733   0.31883   0.31883   0.68117
  0.7854    0.000   0.50004   1.00000   1.00000   0.00000
  1.1000    0.000   0.79434   0.65345   0.65345   0.34655
  1.5708    0.000   1.00000   0.00000   0.00000   1.00000
  0.9000    0.020   0.60314   0.95745   0.95744   0.04255
|U32-U41| of detuned coupler = 0.5552
spread of R over a full turn of loop phase = 4.7e-06
direction phase difference 0.600 rad: R = 0.87383
direction phase difference 1.700 rad: R = 0.41704
direction phase difference 3.142 rad: R = 0.00000
lossy test: eta = 0.88691, A = 0.90357, k = 0.31884
lossy test: R_wave = 0.61745, formula = 0.61745
scatterer reflectance = 0.03846, largest leak in scan = 0.03848
SILICON EXAMPLE (rough typical parameters)
centre wavelength = 1550 nm
supermode index difference = 0.020
slope of index difference = 8.0e-05 per nm
coupler length for total reflection = 19.375 um
1530 nm: K = 0.4467, R = 0.9886, T = 0.0114
1550 nm: K = 0.5000, R = 1.0000, T = 0.0000
1565 nm: K = 0.5391, R = 0.9939, T = 0.0061
half mirror: K = 0.1464 or 0.8536
half mirror: shortest coupler = 9.687 um
R of at least 0.99 needs K from 0.450 to 0.550
NEGLECTED EFFECTS AT 1550 nm
loop length = 100 um, guide loss = 3.0 dB/cm
loop guide loss = 0.030 dB, bend loss = 0.020 dB
coupler excess loss = 0.050 dB per pass, two passes
total loss = 0.150 dB, R with loss = 0.9661
coupling 10 % too strong: K = 0.5782, R = 0.9755
loop backscatter -30 dB: leak T at most 0.0010
Kerr index = 5e-18 m^2/W, mode area = 0.1 um^2, power = 1 mW
Kerr phase scale = 2.0e-05 rad, relative loss of R about 1e-10
```
